# Finite-diameter correction for a centred four-probe array on a thin disc, part 2

A circular wafer has diameter $d=2a$, thickness $t$, uniform, isotropic resistivity $\rho$ and sheet resistance $R_s=\rho/t$, in ohm/sq. Its faces and rim are insulating. Four point contacts, probes 1 to 4, stand in order along the $x$ axis a distance $s$ apart, with the array centred on the wafer unless stated otherwise. Current $I$ enters at probe 1 (the source) and leaves at probe 4 (the sink). The reading $V$ is the potential $\phi$ of probe 2 minus that of probe 3, taken with no current through these inner probes. SI and engineering units are used.

Part (a) treated a thin sheet with no rim. With $\mathbf r_1$ and $\mathbf r_4$ the positions of source and sink, it found

$$\phi(\mathbf r)=-\frac{IR_s}{2\pi}\left[\ln|\mathbf r-\mathbf r_1|-\ln|\mathbf r-\mathbf r_4|\right]+\text{constant},$$

$$V=\frac{IR_s}{\pi}\ln 2,\qquad R_s=\frac{\pi}{\ln2}\,\frac VI .$$

For the insulating rim, a source at distance $r_0$ from the centre has an image of equal sign at distance $a^2/r_0$ on the same ray; the sink is treated likewise. For the centred array the images lie at distance $b=d^2/(6s)$ from the centre, and for $d>3s$

$$V=\frac{IR_s}{\pi}(\ln2+E),\qquad E=\ln\frac{d^2+3s^2}{d^2-3s^2},\qquad R_s=C\frac VI,\qquad C=\frac{\pi}{\ln2+E}.$$

$E$ is called the edge term. For large $d/s$ its leading part is $6s^2/d^2$. Using $\pi/\ln2$ on a finite disc overestimates $R_s$ by the relative amount $E/\ln2$, which is 1 % at $d/s=29.4$ and 0.09 % at $d/s=100$.

Two numerical solutions made without images supported the formula for $C$: a Fourier series that cancels the rim slope of the unbounded-sheet field, and a polar network of resistors. Both appear in the table of computed values at the end.

These results take the current to be uniform through the depth. Part (g) now tests that assumption.

### (g) How thin is thin?

**Question.** Near a point contact the current spreads in depth as well as sideways. Find the resulting change of $V$ for a slab of thickness $t$ with insulating faces and no lateral boundary.

**Solution.** On the surface of a very thick body, the current $I$ spreads through hemispheres of area $2\pi R^2$. The field is $\rho I/(2\pi R^2)$ and the potential is $\rho I/(2\pi R)$. In a slab, repeated reflection in the two faces produces equal sources at depths $2nt$, for every integer $n$. This row is symmetric about both faces, so no current crosses them.

Each inner probe is a distance $s$ from one current probe and $2s$ from the other. Adding the images for source and sink gives

$$V=\frac{\rho I}{\pi}\sum_{n=-\infty}^{\infty}g(2nt),\qquad
g(z)=\frac{1}{\sqrt{s^2+z^2}}-\frac1{\sqrt{4s^2+z^2}} .$$

The difference falls as $|z|^{-3}$, so the sum converges. To see its behaviour for small $t$, form the periodic function $G(z)=\sum_ng(z+2nt)$. Its Fourier coefficients are integrals over one period. The shifted pieces join into integrals over the whole line, so

$$G(0)=\frac1{2t}\sum_{m=-\infty}^{\infty}\int_{-\infty}^{\infty}g(z)\cos\frac{\pi mz}{t}\,dz .$$

The sine parts vanish because $g$ is even. For $m=0$ the antiderivative of $g$ is $\operatorname{arsinh}(z/s)-\operatorname{arsinh}(z/2s)$. It tends to $\pm\ln2$ at the two ends, so the integral is $2\ln2$. For $m\ne0$ use the function

$$K_0(x)=\int_0^\infty\frac{\cos(xv)}{\sqrt{1+v^2}}\,dv,\qquad x>0.$$

Substituting $z=sv$ in the first part of $g$ and $z=2sv$ in the second gives $2K_0(\pi|m|s/t)-2K_0(2\pi|m|s/t)$. Positive and negative $m$ contribute equally. With $\rho/t=R_s$,

$$V=\frac{IR_s}{\pi}\left\{\ln2+2\sum_{m=1}^{\infty}\left[K_0\!\left(\frac{\pi ms}{t}\right)-K_0\!\left(\frac{2\pi ms}{t}\right)\right]\right\}.$$

The direct sum over images and this series agreed within $10^{-8}$ in the braces for $t/s=0.5$, 1 and 2.

The terms with $m\ge1$ describe potentials that vary through the depth as $\cos(\pi mz/t)$. Laplace's equation requires their radial part $F(r)$ to obey $F''+F'/r=k^2F$, with $k=\pi m/t$. Setting $F=w/\sqrt r$ turns this into $w''+w/(4r^2)=k^2w$. Far from the probe the second term is negligible, and the decaying solution is $F\propto e^{-kr}/\sqrt r$. The leading thickness error therefore contains the factor $e^{-\pi s/t}$. It is exponentially small in $s/t$, not merely a power of $t/s$.

The depth average of the potential obeys the thin-sheet equation even when $t$ is not small, because the faces carry no current. Thus the rim formula applies to that average. What the formula omits is the difference between the surface potential and its depth average at the inner probes.

### (h) Errors in placement

**Question.** How does $V$ change when one inner probe is displaced along the line, and when the whole array is moved off centre?

**Solution.** Move probe 2 towards the source by a small distance $\delta$. The distance to the source becomes $s-\delta$ and that to the sink becomes $2s+\delta$. In the unbounded sheet, to first order in $\delta$,

$$\Delta V=\frac{IR_s}{2\pi}\left(\frac{\delta}{s}+\frac{\delta}{2s}\right)=\frac{IR_s}{2\pi}\frac{3\delta}{2s},
\qquad \frac{\Delta V}{V}=\frac{3}{4\ln2}\frac{\delta}{s}.$$

The relative voltage error is slightly larger than the relative displacement $\delta/s$. Enlarging the array reduces this error for a given $\delta$, but at fixed wafer diameter it increases the edge term.

For an off-centre array, write each position as a complex number $z=x+iy$. The image of $z_0$ is at $a^2/\bar z_0$, where the bar denotes complex conjugation. Its distance from a probe at $z$ is

$$\left|z-\frac{a^2}{\bar z_0}\right|=\frac{a^2}{|z_0|}\left|1-\frac{z\bar z_0}{a^2}\right| .$$

The prefactor does not depend on $z$ and cancels in the difference between the inner probes. The remaining logarithm has the expansion

$$-\ln|1-w|=\operatorname{Re}\left(w+\frac{w^2}{2}+\cdots\right),\qquad w=\frac{z\bar z_0}{a^2}.$$

Let the array be shifted by the complex amount $c$, with its direction unchanged. The first-order terms of the four probe pairs combine into

$$\operatorname{Re}\frac{(z_2-z_3)(\bar z_1-\bar z_4)}{a^2}=\frac{(-s)(-3s)}{a^2}=\frac{3s^2}{a^2}.$$

This contains separations alone and is unaffected by the shift. For the second-order terms, $z_2^2-z_3^2=(z_2-z_3)(z_2+z_3)=-2sc$. In the same way, $\bar z_1^2-\bar z_4^2=-6s\bar c$. Their contribution is

$$\frac{1}{2a^4}\operatorname{Re}\left[(-2sc)(-6s\bar c)\right]=\frac{6s^2|c|^2}{a^4}.$$

These sums multiply $IR_s/(2\pi)$, while $E$ multiplies $IR_s/\pi$, so each enters the edge term with a factor $1/2$. The first gives $3s^2/(2a^2)=6s^2/d^2$, as it should. The second gives

$$\Delta E\simeq\frac{3s^2|c|^2}{a^4}=\frac{48s^2|c|^2}{d^4}.$$

To this order the shift raises $V$ by the same amount in every direction. The estimate requires both the array and the shift to be small compared with the radius. A probe near the rim calls for the full logarithms.

### (i) A small silicon wafer

**Question.** A wafer has $d=25.0$ mm, $s=1.60$ mm and $t=0.50$ mm. At $I=1.00$ mA the reading is $V=4.50$ mV. Find $R_s$ and $\rho$, and the error made by treating the wafer as unbounded.

**Solution.** The diameter ratio is $d/s=25.0/1.60=15.625$, whose square is 244.14. The edge term is

$$E=\ln\frac{244.14+3}{244.14-3}=0.02458 .$$

The images are at $b=d^2/(6s)=65.1$ mm from the centre, well outside the 12.5 mm radius. With $\ln2=0.69315$,

$$C=\frac{\pi}{0.69315+0.02458}=4.377 .$$

The measured ratio is $V/I=4.50$ ohm, which gives

$$R_s=4.377\times4.50\ \text{ohm}=19.7\ \text{ohm/sq},$$

$$\rho=R_st=19.7\ \text{ohm}\times0.050\ \text{cm}=0.985\ \text{ohm cm}.$$

The factor $\pi/\ln2$ would give 20.4 ohm/sq, too high by 3.55 % relative to the corrected value. At the same spacing, a wafer 47.1 mm across would reduce this error to 1 %.

These are round parameters in the regime of a small p-type silicon wafer of about 1 ohm cm. The diameter is far below that of present production wafers, for which the edge term at the centre is much smaller. Real probes do not stand at their nominal points, and real wafers are not at a perfectly known temperature. The estimates below put both effects at about 0.7 % for a 10 µm displacement and a 1 K change. Each is smaller than the edge correction here, but larger than the 0.09 % edge error at $d/s=100$.

### (j) What the model leaves out

**Question.** Estimate the effects of thickness, placement, temperature, surface depletion and conduction near the contacts for this wafer.

**Solution.** *Thickness and placement.* Here $\pi s/t=10.1$, and the series of part (g) raises $V$ by 0.0047 %. That series ignores the rim. The rim is 10.1 mm from the nearer current probe, about 20 thicknesses away, so the depth-dependent part has decayed before reaching it.

An outward displacement of one inner probe by 10 µm gives, from the first-order formula,

$$\frac{3}{4\ln2}\times\frac{0.010}{1.60}=0.0068=0.68\ \% .$$

The full image calculation, with the rim included, also gives 0.68 %. Moving the array by 1 mm gives $\Delta E\simeq3(1.60)^2(1)^2/(12.5)^4=0.00031$, or 0.044 % of $\ln2+E$. The full logarithms give 0.045 % along the line and 0.043 % sideways. Centring to a millimetre is thus far less demanding than spacing the probes to 10 µm.

*Temperature.* Take a rough lattice-scattering law in which mobility varies as $T^{-2.2}$ near 300 K at fixed hole density. Resistivity then rises by about $2.2/300=0.73$ % per kelvin. Scattering by the dopants weakens this dependence, so the figure is an overestimate at the doping of this wafer. A value of $\rho$ without its temperature is uncertain by roughly this amount for each kelvin.

The measuring current also heats the wafer. Model each current contact as a hemisphere of rough radius $r_c=5$ µm. Integrating $\rho\,dr/(2\pi r^2)$ outward from $r_c$ gives a spreading resistance $\rho/(2\pi r_c)=313$ ohm. With a rough total barrier drop of 1.0 V, the heat released is

$$P=I(2I\times313\ \text{ohm}+1.0\ \text{V})=1.63\ \text{mW}.$$

Suppose both faces lose heat with a rough coefficient of 10 W/(m² K). Dividing $P$ by this coefficient and by the area $2\pi a^2$ gives a mean steady rise of 0.17 K, which changes the resistivity by 0.12 %. The result depends strongly on how the wafer is held and on the barrier drop. One of the two current contacts is reverse biased and may need much more than 1 V. With a total drop of 10 V the rise would be about 1.1 K, and the resistivity would change by about 0.8 %.

*Surface depletion.* For a rough hole mobility $\mu_h=400$ cm²/Vs, the hole density is $p=1/(e\mu_h\rho)=1.6\times10^{16}$ cm⁻³, where $e$ is the elementary charge. A surface layer emptied of holes to depth $W$ has charge density $-ep$. If $\varepsilon$ is the permittivity of silicon, integrating the field across the layer gives a band bending $\psi=epW^2/(2\varepsilon)$, so

$$W=\sqrt{\frac{2\varepsilon\psi}{ep}}=0.22\ \text{µm}\quad\text{for}\quad\psi=0.6\ \text{V (rough)}.$$

Two such layers remove 0.09 % of the thickness. The measurement still gives the sheet resistance of the conducting part, but multiplication by the full thickness makes $\rho$ too high by that fraction. This holds while the surface is only depleted. Strong inversion begins at a band bending of about 0.74 V at this doping, and beyond it an electron layer forms whose conduction is not included here.

*The contacts.* At the edge of the model contact, the ohmic field is $\rho I/(2\pi r_c^2)=627$ V/cm. This is well below the rough $10^5$ V/cm scale of avalanche breakdown in silicon. The barrier directly beneath the metal has a different field, which is not estimated here. Tunnelling or breakdown there would change the voltage needed to drive the current. At fixed $I$ that contact voltage does not appear directly in $V$, because the inner probes carry no current. It can enter through heat. Power $P$ released at one current contact spreads in the thin plate as the current does, and leaves a temperature difference of about $P\ln2/(2\pi\kappa t)$ between the inner probes, where $\kappa$ is the thermal conductivity. With rough values $\kappa=150$ W/(m K) and a Seebeck coefficient of 0.8 mV/K or more, a 10 V drop at the reverse-biased contact gives about 0.015 K and a thermoelectric voltage near 0.3 % of $V$; a 1 V drop gives a tenth of that. The hot contact changes sides when the current is reversed, so averaging the two directions does not remove this voltage.

Electrons injected into p-type silicon at the negative contact could alter the conductivity farther away. For a rough electron mobility $\mu_e=1000$ cm²/Vs and lifetime $\tau=10$ µs, the diffusion coefficient is $D_e=\mu_ek_BT/e$, where $k_B$ is Boltzmann's constant. Balancing diffusion against recombination, $D_en''=n/\tau$, gives a decay length $L=\sqrt{D_e\tau}=0.16$ mm for the excess density $n$.

Drift carries electrons away from this contact at speed $\mu_e\rho I/(2\pi r^2)$. Integration over one lifetime from a very small radius gives

$$r^3=\frac{3\mu_e\rho I\tau}{2\pi},\qquad r=0.17\ \text{mm}.$$

This is less than the wafer thickness, as hemispherical flow requires. Allowing that drift distance first and exponential decay over the rest of the spacing leaves a fraction $e^{-(s-r)/L}\approx10^{-4}$ at the nearest inner probe. This is an estimate of reach, not a solution of the coupled drift and diffusion problem. It suggests that injection is unimportant here. The estimate errs high, because it ignores the spreading of the electrons over a growing area, but it depends steeply on the lifetime: at $\tau=100$ µs the same formula gives about 0.09. A wafer with passivated surfaces and a long lifetime, or a smaller spacing, requires a new estimate.

*Band structure.* The effective masses in silicon are anisotropic, but its low-field conductivity is not. Half-turns about the cubic axes remove the off-diagonal elements of the conductivity tensor, and a third-turn about a body diagonal makes the diagonal elements equal. The image construction therefore stands. In a film whose conductivity depends on direction within its plane, the equation for $\phi$ is no longer Laplace's equation in the original coordinates, and this formula for $C$ does not apply.

The numerical output below lists the values used here and further values of $C$.

## Table of computed values

```
C for unbounded sheet, pi/ln2: 4.53236
C at d -> 3s, formula: 2.26618
d/s, C, C/(pi/ln2):
     4  2.92885  0.64621
     5  3.36248  0.74188
    10  4.17119  0.92031
    20  4.43635  0.97882
    40  4.50797  0.99462
   100  4.52844  0.99914
Largest relative gap, formula vs Fourier: 1.3e-15
C at d/s = 4, resistor network: 2.9287
V(d/s = 3.01)/V(unbounded), Fourier: 1.9928
Edge term times (d/s)^2 at d/s = 40, Fourier: 6.00001
Wafer diameter d: 25.0 mm
Probe spacing s: 1.60 mm
Thickness t: 0.50 mm
Current I: 1.00 mA
Voltage V: 4.50 mV
Ratio d/s: 15.625
Image distance b from centre: 65.10 mm
Edge term: 0.02458; ln 2: 0.69315
C for this wafer: 4.3772
Sheet resistance Rs: 19.697 ohm/sq
Rs if pi/ln2 is used: 20.396 ohm/sq
Error from using pi/ln2: 3.55 %
Resistivity: 0.9849 ohm cm
d/s for 1 % error: 29.42
d for 1 % error at this s: 47.1 mm
V change, finite thickness: 0.0047 %
V change, inner probe 10 um outward: 0.676 %
V change, array 1 mm off along its line: 0.0452 %
V change, array 1 mm off sideways: 0.0433 %
Rough inputs: T 300 K, mobility power -2.2
Rough hole, electron mobility: 400, 1000 cm2/Vs
Rough electron lifetime: 10 us
Rough contact radius: 5 um
Rough contact barrier drop, total: 1.0 V
Rough heat transfer: 10 W/(m2 K), both faces
Rough surface band bending: 0.6 V
Resistivity change for 1 K: 0.73 %
Spreading resistance per contact: 313 ohm
Heat released: 1.63 mW
Mean self-heating: 0.166 K
Resistivity change, self-heating: 0.122 %
Field at contact edge: 627 V/cm
Hole density: 1.58e+16 cm^-3
Depletion depth per face: 0.221 um
Thickness lost, both faces: 0.089 %
Electron diffusion length: 0.161 mm
Electron drift reach in one lifetime: 0.168 mm
Injected fraction left at inner probe: 1.4e-04
```
